# Why q-fold torus degeneracy alone does not show topological order

Put one electron on a torus pierced by three flux quanta. Its lowest Landau level contains one state per flux quantum, so the ground state is threefold degenerate. The filling is $1/3$. There is no interaction and no topological order, and the only gap is the one-electron cyclotron gap, yet the degeneracy is the number associated with the $1/3$ Laughlin state.

The belief at issue is this: if a calculation at filling $p/q$ on a torus finds $q$ degenerate ground states, it has found topological order. The belief has a real basis. Topologically ordered phases do have ground-state degeneracies that depend on the surface, and the Laughlin state at $1/3$ has three ground states on a torus. The inference nevertheless runs the wrong way, because translation symmetry already forces the factor $q$.

## Translations of one electron

Take spin-polarized electrons of charge $-1$ in atomic units, in a uniform field $B$ with $\mathbf A=(-By,0)$. Measure lengths in the magnetic length $l=B^{-1/2}$ and one-electron energies in the cyclotron energy. Then

$$h=\tfrac12\left[(p_x-y)^2+p_y^2\right].$$

An ordinary shift in $x$ commutes with $h$. A shift in $y$ changes $p_x-y$, and a phase must compensate:

$$t_1(a)\psi(x,y)=\psi(x+a,y),\qquad t_2(b)\psi(x,y)=e^{-ibx}\psi(x,y+b).$$

Indeed, $p_x$ acting on $e^{-ibx}$ gives $-b$, so

$$(p_x-y)\,t_2\psi=e^{-ibx}\left[(p_x-(y+b))\psi\right](x,y+b)=t_2\,(p_x-y)\psi .$$

The two orders of translation differ by a phase:

$$t_1t_2\psi=e^{-ib(x+a)}\psi(x+a,y+b)=e^{-iab}\,t_2t_1\psi .$$

The torus has sides $L_1,L_2$ and boundary conditions $t_1(L_1)\psi=\psi$, $t_2(L_2)\psi=\psi$. These are compatible if $L_1L_2=2\pi N_\phi$, with $N_\phi$ the integer number of flux quanta. Other fixed boundary phases do not change the argument.

A translation must preserve the boundary conditions. For $t_1(a)$ this requires $aL_2$ to be a multiple of $2\pi$, so the smallest step is $a=2\pi/L_2=L_1/N_\phi$. Likewise $b=L_2/N_\phi$. For these steps $ab=2\pi/N_\phi$.

## The forced factor

Let $N_e/N_\phi=p/q$ in lowest terms and $N=\gcd(N_e,N_\phi)$, so that $N_e=pN$ and $N_\phi=qN$. Let $T_1$ and $T_2$ apply the smallest steps to all electrons together. Each electron contributes one phase $e^{-2\pi i/N_\phi}$, hence

$$T_1T_2=e^{-2\pi i p/q}\,T_2T_1 .$$

A periodic interaction that depends on $\mathbf r_i-\mathbf r_j$ is unchanged when all electrons move together, and it commutes with the position-dependent phases in $T_2$. Both operators therefore commute with the full $H$.

Consider any energy level of the finite torus, with multiplicity $d$. Within it, diagonalize the unitary $T_1$, writing $T_1|\theta\rangle=e^{i\theta}|\theta\rangle$. Then

$$T_1\,T_2|\theta\rangle=e^{-2\pi ip/q}\,T_2T_1|\theta\rangle=e^{i(\theta-2\pi p/q)}\,T_2|\theta\rangle .$$

So $T_2$ carries one eigenspace of $T_1$ to another. Because $p$ and $q$ have no common factor, $q$ different eigenvalues appear before the sequence closes. Since $T_2$ is invertible, their eigenspaces have equal dimension, and $d$ is a multiple of $q$.

A determinant gives a second proof. Taking determinants of the algebra within the level and cancelling $\det T_1\det T_2\neq0$ leaves $e^{-2\pi ipd/q}=1$. Thus $pd/q$ is an integer, and $q$ divides $d$.

Neither proof mentions a gap, the sign of the interaction, Landau-level projection or the ground state. The result holds for excited levels too. It was tested with random, anisotropic interactions at fillings $1/3$, $3/7$, $1/2$ and $2/5$, including a case with two mixed Landau levels. Grouping the sorted energies in sets of $q$ gave spreads of at most $6\times10^{-15}$ of the spectral width, which is rounding error.

The factor follows the arithmetic of the cluster. With $N_\phi=12$, four electrons give $q=3$, whereas five give $q=12$. No phase of matter has been consulted.

## A gapless case, and a warning about controls

Switch off the interaction and keep four electrons in the lowest Landau level with $N_\phi=12$. All $\binom{12}{4}=495=3\times165$ states have the same energy. The multiplicity is divisible by three, as required, but rearranging the electrons costs nothing: the partly filled level is gapless.

The theorem needs translation symmetry. An external potential removes its premise, though other symmetries may preserve some degeneracy. An instructive exception occurs for four electrons and eight flux quanta in the lowest Landau level, with a single potential $\cos(2\pi y/L_2)$. Label the orbitals by $j=0,\dots,7$ and let $K=\sum j$ modulo 8, which this potential conserves.

Exchanging occupied and empty orbitals sends $K$ to $28-K\equiv4-K$. It turns the interaction matrix into its transpose, which for a Hermitian matrix is its complex conjugate, and adds a one-body term. Complex conjugation in the orbital basis keeps $K$ and the diagonal cosine, so exchange followed by conjugation leaves the interaction unchanged apart from that one-body term, which translation symmetry makes a constant; at half filling the constant vanishes because the trace of $H$ is unchanged. The exchange reverses the cosine, whose orbital average is zero. Moving every electron by four orbitals restores the cosine and changes $K$ by $16\equiv0$. Inversion, a symmetry of the pair interaction and of the cosine, then reverses the sign of $K$. Together these operations take $K$ to $K+4$, a different sector, so the levels remain paired. Numerically the doublets survive this cosine, while a second harmonic lifts them, with or without a phase shift. A generic shift of the single cosine relative to the orbitals lifts them too, because it removes the inversion step. The exception, unlike the theorem, therefore depends on the boundary phase that fixes where the orbitals sit. Even a degeneracy that outlives broken translations needs its symmetries examined.

## Protection against a smooth potential

One might retreat to a stronger criterion: perhaps topological order is shown by the weak response of the $q$ states to a perturbation. Part of this weakness is again forced by the algebra.

Suppose a multiplet has exactly $q$ states and is separated from other levels by a gap $\Delta$. Its $T_1$ eigenvalues are all different. An operator in the multiplet that commutes with $T_1$ is therefore diagonal in this basis. If it also commutes with $T_2$, which cycles through the basis, its diagonal entries are equal and it is just a number. In particular $T_2^q$ is a number, because $(e^{-2\pi ip/q})^q=1$.

Now add $U\sum_i\cos(2\pi y_i/L_2)$. Each exponential in the cosine acquires a phase $e^{\pm2\pi i/N_\phi}$ under $T_2$. A term of order $k$ in perturbation theory contains $k$ such factors, separated by energy denominators that commute with the translations. Split it into pieces $X_s$ with net phase index $s$, where $|s|\le k$:

$$T_2X_sT_2^{-1}=e^{2\pi is/N_\phi}X_s .$$

Applying this $q$ times, and using that $T_2^q$ is a number, gives

$$X_s=e^{2\pi isq/N_\phi}X_s=e^{2\pi is/N}X_s .$$

Thus $X_s$ vanishes unless $s$ is a multiple of $N$. The piece $s=0$ commutes with both translations and shifts all $q$ states equally. Splitting can begin only at order $N$, with the scale

$$\delta E\sim U\left(\frac{U}{\Delta}\right)^{N-1},$$

up to a coefficient that depends on the interaction and on the system size and need not be of order one. The exponent comes from symmetry. The gap in the denominator does not, and without an isolated multiplet the estimate fails.

## One count, two spectra

A model at filling $1/3$ makes the difference visible. Restrict electrons to the lowest Landau level and let

$$V(\mathbf r)=4\pi V_1(1+\nabla^2)\delta(\mathbf r),$$

with lengths in units of $l$. For a pair of relative angular momentum 1 in the plane, the normalized relative density is $r^2e^{-r^2/4}/(16\pi)$. It vanishes at the origin and its Laplacian there is $4/(16\pi)$, so the pair energy is $4\pi V_1\times4/(16\pi)=V_1$. For relative angular momentum 3 or more the density starts at least as $r^6$, and the energy is zero. Laughlin states at $1/3$ vanish as the third power when two electrons meet, so positive $V_1$ gives them zero energy.

Choose $l=80$ angstrom and $V_1=0.001$ eV. These are model parameters, not those of a material. On square tori with $N_e=N=3,4,5$, diagonalization finds three zero-energy states each time. The next state lies at $5.1$, $3.6$ and $4.1\times10^{-4}$ eV. The last value is $1.5\times10^{-5}$ hartree. Three small sizes are compatible with a persistent gap but do not prove one.

Reversing the sign of the interaction also gives a threefold ground level at each size. Now the fourth state lies only $4.6$, $2.4$ and $1.1\times10^{-5}$ eV above it. The count has not changed; the spectrum has.

Apply the same cosine to both five-electron systems, with $U$ one tenth of the repulsive gap, $4.1\times10^{-5}$ eV. For repulsion, one state separates from the other two, which stay degenerate within rounding error, by $4.5\times10^{-13}$ eV. Doubling $U$ raises this to $1.43\times10^{-11}$ eV, a factor of $32=2^5$, as the selection rule predicts for $N=5$. The measured powers for three and four electrons are $2.99$ and $4.01$. Only the exponent is predicted: for five electrons $U(U/\Delta)^4=4.1\times10^{-9}$ eV, so the coefficient left open in the estimate is about $10^{-4}$, against about $0.04$ for three electrons.

For attraction, the lowest three states are spread over $2.4\times10^{-5}$ eV, about $5\times10^7$ times more. Here $U$ exceeds the distance to the fourth state, so the potential mixes the triplet with its neighbours, and the perturbative protection is unavailable. That attracting electrons form clusters is a plausible picture, but these numbers do not test it.

## A gap is not enough either

Keep the repulsive interaction and make the torus thin, with $L_1=4l=320$ angstrom. The gap is about $1.8\times10^{-4}$ eV for all three lengths studied. There are again three ground states. Is this now topological order?

The orbital occupations answer the question. The Landau orbitals are centred at $y_j=2\pi j/L_1$, and in one ground state the occupations repeat as $0.999,\,0.0005,\,0.0005$. The three states are, to good accuracy, the patterns $100100\ldots$, $010010\ldots$ and $001001\ldots$. They form a charge-density wave, and a measurement of the local density tells them apart.

Their response to a suitable potential can be calculated. Take $U\cos(Qy)$ with one period per three orbitals, $Q=2\pi N/L_2$. Since $L_1L_2=2\pi(3N)$, this is $Q=L_1/3$, which stays fixed as the thin torus grows longer. An orbital has density $e^{-(y-y_j)^2}/\sqrt\pi$ along $y$, so its average of the cosine is

$$e^{-Q^2/4}\cos(Qy_j)=e^{-L_1^2/36}\cos(2\pi j/3).$$

The potential conserves momentum along $x$, and the three patterns have different total momenta, so it does not couple them. One pattern has cosine 1 for all its $N$ electrons; the other two have cosine $-1/2$. The first-order splitting is therefore

$$\delta E=\left(N+\frac N2\right)e^{-L_1^2/36}\,U=\frac{3N}{2}\,e^{-L_1^2/36}\,U .$$

For $N=5$ and $L_1=4$ this gives $7.5\times0.641\,U=4.81\,U$. The diagonalized states give $4.80\,U$. There is no contradiction with the selection rule: this potential has phase index $N$ and may act at first order.

On the square torus the same harmonic has a much weaker effect. For five electrons one ground state has repeating occupations $0.375,\,0.312,\,0.312$, a contrast of $0.063$. With $L_1=9.71$, the splitting is

$$\frac{3\times5}{2}\times0.063\times e^{-9.71^2/36}\,U\approx0.034\,U .$$

For three and four electrons the coefficients are $0.330$ and $0.097$. Two things reduce them as the square grows: the density contrast falls in these clusters, and the required wave number $Q=L_1/3$ increases, which strengthens the Gaussian suppression. On the thin torus neither happens, and the coefficient grows in proportion to $N$. Both cases come from the same Hamiltonian on tori of different shape. For five electrons the gap stays open at the widths sampled between $L_1=4$ and $9.71$, and each ground state on the square torus still has a local density modulation of about 2 percent of the mean. In a finite cluster the difference is one of degree; it becomes sharp only through the limit taken, $L_1$ held fixed or both sides growing.

## What the degeneracy can support

The count becomes informative when joined to facts that the translation algebra does not supply. The gap above the ground multiplet should persist as both sides of the torus grow. The splitting caused by weak local perturbations, including those that break translations, should vanish in that limit. No local density or other local order parameter should distinguish the states. If all this holds, the $q$ states are no longer a mere consequence of symmetry: they remain nearly degenerate, and locally alike, after the symmetry has been removed.

A ground multiplicity larger than $q$ also contains information beyond the forced factor, but it too must be separated from accidental degeneracy, additional symmetries and ordinary broken-symmetry patterns. The five-electron data show the Laughlin model behaving as expected in a small cluster. They leave out Landau-level mixing, disorder and the long-range Coulomb force, and they cannot establish the infinite-size limit. The numerical output gives the values for all three sizes.

For the single electron with which the argument began, these questions have immediate answers. Its three states can be combined into packets at different places, and a smooth potential splits them at first order, since $N=1$. The degeneracy is real, and it is the ordinary degeneracy of a Landau level.

## Computed results

```
Random translation-invariant interactions (first: two Landau levels)
nel=2 nphi=6 q=3 states=66: q-group spread/width 2e-15, control 0.090
nel=3 nphi=7 q=7 states=35: q-group spread/width 3e-15, control 0.300
nel=4 nphi=8 q=2 states=70: q-group spread/width 3e-15, control 0.118
half filling, single cosine: pair spread/width 3e-15 (doublets survive)
nel=4 nphi=10 q=5 states=210: q-group spread/width 3e-15, control 0.227
nel=4 nphi=12 q=3 states=495: q-group spread/width 6e-15, control 0.112
Magnetic length 80 angstrom, V1 = 0.001 eV
Highest pair energy on a large torus: 0.001000 eV
--- nel=3, nphi=9, square side 601.6 angstrom
repulsive: multiplicity 3, gap 5.1157e-04 eV = 1.8800e-05 hartree
cosine amplitude U = gap/10 = 5.1157e-05 eV
repulsive: splitting 2.007e-08 eV at U, 1.597e-07 eV at 2U, power 2.992
attractive: multiplicity 3, fourth state at 4.592e-05 eV
attractive: splitting of lowest three 2.874e-05 eV
square: first-order splitting/U 0.33040, occupations [0.5688 0.2156 0.2156]
thin: first-order splitting/U 2.88129, occupations [9.991e-01 5.000e-04 5.000e-04]
thin: gap 1.7761e-04 eV, density-wave formula 2.88531
--- nel=4, nphi=12, square side 694.7 angstrom
repulsive: multiplicity 3, gap 3.6097e-04 eV = 1.3265e-05 hartree
cosine amplitude U = gap/10 = 3.6097e-05 eV
repulsive: splitting 1.986e-11 eV at U, 3.192e-10 eV at 2U, power 4.007
attractive: multiplicity 3, fourth state at 2.424e-05 eV
attractive: splitting of lowest three 2.025e-05 eV
square: first-order splitting/U 0.09722, occupations [0.2895 0.2895 0.4211]
thin: first-order splitting/U 3.84172, occupations [5.000e-04 5.000e-04 9.991e-01]
thin: gap 1.7740e-04 eV, density-wave formula 3.84708
--- nel=5, nphi=15, square side 776.7 angstrom
repulsive: multiplicity 3, gap 4.1324e-04 eV = 1.5186e-05 hartree
cosine amplitude U = gap/10 = 4.1324e-05 eV
repulsive: splitting 4.462e-13 eV at U, 1.429e-11 eV at 2U, power 5.001
attractive: multiplicity 3, fourth state at 1.051e-05 eV
attractive: splitting of lowest three 2.425e-05 eV
square: first-order splitting/U 0.03438, occupations [0.3752 0.3124 0.3124]
thin: first-order splitting/U 4.80215, occupations [9.991e-01 5.000e-04 5.000e-04]
thin: gap 1.7748e-04 eV, density-wave formula 4.80885
Thin side L1 = 320 angstrom; response ratio attractive/repulsive at nel=5: 5.436e+07
```
